\section*{Spin purification of an open-shell singlet from two determinants}

\section*{Setting}

Optical excitation of an organic semiconductor molecule often promotes one electron from a filled orbital to an empty one. The two unpaired electrons can form a singlet or a triplet. A single Slater determinant with one electron up and the other down has neither spin. The problem asks what its energy nevertheless says about the singlet.

Nuclei are fixed, and Rydberg atomic units are used: lengths are in bohr, energies in Ry, and the electron repulsion is $2/r_{12}$. The Hamiltonian contains no spin operator:
\begin{equation}
H=\sum_i h(i)+\sum_{i<j}\frac{2}{r_{ij}}+V_{\rm nn},\qquad
h=-\nabla^2-\sum_A\frac{2Z_A}{|\mathbf r-\mathbf R_A|}.
\end{equation}
Let $|c\rangle$ be a closed-shell core, and let $a,b$ be real orthonormal orbitals, orthogonal to the core. With creation operators $a_\sigma^\dagger,b_\sigma^\dagger$, define
\begin{equation}
|M\rangle=a_\uparrow^\dagger b_\downarrow^\dagger|c\rangle,\quad
|M'\rangle=b_\uparrow^\dagger a_\downarrow^\dagger|c\rangle,\quad
|T_1\rangle=a_\uparrow^\dagger b_\uparrow^\dagger|c\rangle .
\end{equation}
The energies of $M$ and $T_1$ are called $E_{\rm mix}$ and $E_T$. They are expectation values of $H$, not eigenvalues, and all three determinants use the same spatial orbitals.

\section*{(a) What is the spin content of $M$?}

\textbf{Solution.} The operator $S_+=\sum_p p_\uparrow^\dagger p_\downarrow$ turns a down spin up, and $S_-=S_+^\dagger$ does the reverse. Both annihilate the closed core, because the spin-flipped electron would enter an occupied spin orbital. Since $[S_+,b_\downarrow^\dagger]=b_\uparrow^\dagger$ and $[S_+,a_\uparrow^\dagger]=0$,
\begin{align}
S_+|M\rangle&=a_\uparrow^\dagger b_\uparrow^\dagger|c\rangle=|T_1\rangle,\\
S_+|M'\rangle&=b_\uparrow^\dagger a_\uparrow^\dagger|c\rangle=-|T_1\rangle .
\end{align}
The minus sign comes from exchanging two fermion operators. Form the normalised combinations
\begin{equation}
|S\rangle=\frac{|M\rangle+|M'\rangle}{\sqrt2},\qquad
|T_0\rangle=\frac{|M\rangle-|M'\rangle}{\sqrt2}.
\end{equation}
Then $S_+|S\rangle=0$ and $S_+|T_0\rangle=\sqrt2\,|T_1\rangle$. In the other direction,
\begin{equation}
S_-|T_1\rangle=(a_\downarrow^\dagger b_\uparrow^\dagger+a_\uparrow^\dagger b_\downarrow^\dagger)|c\rangle
=|M\rangle-|M'\rangle=\sqrt2\,|T_0\rangle .
\end{equation}
For $S_z=0$ the total spin operator reduces to $\mathbf S^2=S_-S_+$. Hence $\mathbf S^2|S\rangle=0$ and $\mathbf S^2|T_0\rangle=2|T_0\rangle$: these are a singlet and a triplet. Adding the two definitions gives
\begin{equation}
|M\rangle=\frac{|S\rangle+|T_0\rangle}{\sqrt2},\qquad
\langle M|\mathbf S^2|M\rangle=\tfrac12(0)+\tfrac12(2)=1 .
\end{equation}
The determinant is an equal mixture of singlet and triplet.

\section*{(b) Find the singlet energy from determinant energies}

\textbf{Solution.} Expanding the expectation value of $H$ in $M$, with real matrix elements, gives
\begin{equation}
E_{\rm mix}=\tfrac12E_S+\tfrac12E_{T_0}+\langle S|H|T_0\rangle .
\end{equation}
A spin-free $H$ commutes with $S_\pm$ and $\mathbf S^2$. Therefore
\begin{equation}
0=\langle S|H\mathbf S^2-\mathbf S^2H|T_0\rangle
=(2-0)\langle S|H|T_0\rangle ,
\end{equation}
and the cross term vanishes. The energy of $T_0$ follows from $|T_0\rangle=S_-|T_1\rangle/\sqrt2$:
\begin{equation}
E_{T_0}=\tfrac12\langle T_1|S_+HS_-|T_1\rangle
=\tfrac12\langle T_1|HS_+S_-|T_1\rangle=E_T ,
\end{equation}
because $S_+S_-|T_1\rangle=\sqrt2\,S_+|T_0\rangle=2|T_1\rangle$. Thus $E_{\rm mix}=(E_S+E_T)/2$, or
\begin{equation}
\boxed{E_S=2E_{\rm mix}-E_T .}\label{eq:pure}
\end{equation}
The two-determinant singlet is obtained from two one-determinant calculations. Equal weights alone would not suffice: the vanishing cross term and the triplet degeneracy are also needed. A spin-dependent term in $H$ can spoil both; a magnetic field along $z$ is an example. Its cross term is proportional to the difference of its averages over $a^2$ and $b^2$, and the splitting of $T_1$ from $T_0$ to their sum. One-electron spin--orbit coupling does not change these expectation values, because its orbital part is imaginary and has no diagonal elements in real orbitals.

\section*{(c) Which integral fixes the singlet--triplet gap, and what is its sign?}

\textbf{Solution.} Define
\begin{align}
J_{pq}&=\iint p^2(1)\frac{2}{r_{12}}q^2(2)\,d1\,d2,\\
K_{pq}&=\iint p(1)q(1)\frac{2}{r_{12}}p(2)q(2)\,d1\,d2 .
\end{align}
By Slater's rules, every pair of electrons contributes $J$, and a pair with parallel spins also contributes $-K$. An open-shell electron in $p$ meets both spins of each core orbital $k$. Its energy in the field of the core is therefore independent of its own spin:
\begin{equation}
\epsilon_p=h_{pp}+\sum_k(2J_{kp}-K_{kp}).
\end{equation}
If $E_c$ is the core energy including $V_{\rm nn}$, then
\begin{align}
E_{\rm mix}&=E_c+\epsilon_a+\epsilon_b+J_{ab},\\
E_T&=E_c+\epsilon_a+\epsilon_b+J_{ab}-K_{ab}.
\end{align}
Subtracting, and using \eqref{eq:pure},
\begin{equation}
E_{\rm mix}-E_T=K_{ab},\qquad
E_S-E_T=2(E_{\rm mix}-E_T)=2K_{ab}.
\end{equation}
To find the sign, let $\tilde\rho(\mathbf k)$ be the Fourier transform of the product $ab$. The transform of $2/r$ is $8\pi/k^2$, so
\begin{equation}
K_{ab}=\int\frac{d^3k}{(2\pi)^3}\,\frac{8\pi}{k^2}|\tilde\rho(\mathbf k)|^2\ge0 .
\end{equation}
In this model, with common orbitals, the singlet cannot lie below the triplet. The gap closes when $a$ and $b$ occupy disjoint regions, since then $ab=0$. Orthogonality alone does not close it: it removes only the total integral of $ab$. Mixing with other configurations lies outside this sign argument.

\section*{(d) Apply the result to trans-butadiene}

Take a planar molecule with round bond lengths: C=C 1.35, C--C 1.45 and C--H 1.09 \AA, with a C=C--C angle of $124^\circ$. The terminal C--H bonds make $120^\circ$ with the double bond, and each inner C--H bond bisects the outer angle between the two carbon--carbon bonds at its atom. The common orbitals are those of the lowest triplet found by restricted open-shell Hartree--Fock (ROHF) in the 6-31G basis. Both open orbitals are $\pi$ orbitals, with opposite parity under inversion. The energies are $E_{\rm mix}=-309.230706$ Ry and $E_T=-309.521719$ Ry.

\textbf{Solution.} Equation \eqref{eq:pure} gives
\begin{equation}
E_S=2(-309.230706)+309.521719=-308.93969\ {\rm Ry}.
\end{equation}
Building $|S\rangle$ explicitly as a two-determinant vector and evaluating $H$ in it gives $-308.939692$ Ry, in agreement. The separately computed exchange integral is $K_{ab}=0.291014$ Ry, so the gap is
\begin{equation}
2K_{ab}=0.58203\ {\rm Ry}=7.92\ {\rm eV}.
\end{equation}
The closed-shell Hartree--Fock ground state has energy $-309.722853$ Ry. Relative to it, the vertical excitation energies are 2.74 eV for the triplet and 10.66 eV for the singlet. The latter corresponds to 116 nm. This is a correct energy for the chosen singlet, but part (g) shows that the orbitals make it a poor estimate of the absorption energy.

\section*{(e) What changes if $a$ and $b$ are rotated into each other?}

\textbf{Solution.} Let $a'=a\cos\theta+b\sin\theta$ and $b'=-a\sin\theta+b\cos\theta$. For parallel spins,
\begin{equation}
a_\uparrow'^\dagger b_\uparrow'^\dagger
=(\cos^2\theta+\sin^2\theta)a_\uparrow^\dagger b_\uparrow^\dagger
=a_\uparrow^\dagger b_\uparrow^\dagger ,
\end{equation}
since products of two identical fermion operators vanish. The triplet is unchanged. Substitution in the singlet gives instead
\begin{equation}
|S'\rangle=\cos2\theta\,|S\rangle+\sin2\theta\,
\frac{b_\uparrow^\dagger b_\downarrow^\dagger-a_\uparrow^\dagger a_\downarrow^\dagger}{\sqrt2}|c\rangle .
\end{equation}
Equation \eqref{eq:pure} holds at every angle, but the singlet whose energy it returns generally changes with the angle. At $\theta=45^\circ$, $a'b'=(b^2-a^2)/2$, and the gap becomes
\begin{equation}
2K_{a'b'}=\tfrac12(J_{aa}+J_{bb}-2J_{ab}).
\end{equation}
This is half the Coulomb integral of the density difference $b^2-a^2$ with itself. For butadiene it is only 0.064 eV, so the two orbital densities are nearly equal in this electrostatic sense, although the orbitals are orthogonal.

The small value is not a better estimate of the optical singlet. Its two closed-shell components are even under inversion, like the ground state, and can mix with it. The singlet of part (d) is odd and cannot. A triplet calculation does not by itself select $a$ and $b$; here the inversion parity does.

\section*{(f) What if the open orbitals overlap?}

Replace the down-spin orbital by $d=sa+\sqrt{1-s^2}\,b$, so that $\langle a|d\rangle=s$, and keep the core common.

\textbf{Solution.} The new determinant is
\begin{equation}
|M_s\rangle=s\,a_\uparrow^\dagger a_\downarrow^\dagger|c\rangle
+\sqrt{\frac{1-s^2}{2}}\,\bigl(|S\rangle+|T_0\rangle\bigr).
\end{equation}
The first term is a closed-shell singlet. The triplet weight is therefore $(1-s^2)/2$, and the singlet weight is $s^2+(1-s^2)/2=(1+s^2)/2$. It follows that $\langle\mathbf S^2\rangle=1-s^2$. Let $\bar E_S$ be the energy of the normalised singlet part. The cross term again vanishes, so
\begin{align}
2E_{\rm mix}&=(1+s^2)\bar E_S+(1-s^2)E_T,\\
\bar E_S&=\frac{2E_{\rm mix}-(1-s^2)E_T}{1+s^2}.
\end{align}
Using the equal-weight formula here would produce the error
\begin{equation}
(2E_{\rm mix}-E_T)-\bar E_S=s^2(\bar E_S-E_T).
\end{equation}
For $s=0.30$ in butadiene, with $a$ the open orbital that is even under inversion, the gap $\bar E_S-E_T$ is 6.474 eV and the error is $0.09\times6.474=0.583$ eV, or 9\% of that gap. At $s=0$ the original rule returns. At $s=1$ the determinant is a pure closed-shell singlet: the corrected rule gives $\bar E_S=E_{\rm mix}$, while the equal-weight rule errs by the whole gap.

A different error arises when the mixed determinant and the triplet are optimised separately. Let $\phi$ be the orbitals of the mixed determinant, with $\langle a|b\rangle=0$ and the same core orbitals for both spins, and let $\phi_T$ be those of the triplet. An unrestricted calculation, which lets the up-spin and down-spin cores differ, satisfies the following relation only approximately. Then
\begin{equation}
2E_{\rm mix}[\phi]-E_T[\phi_T]
=E_S[\phi]+\bigl(E_T[\phi]-E_T[\phi_T]\bigr).
\end{equation}
If $\phi_T$ minimises the triplet energy, the bracket is non-negative and the result lies at or above $E_S[\phi]$.

\section*{(g) How should the singlet orbitals be relaxed?}

\textbf{Solution.} Both energies must be evaluated with the same trial orbitals, and their purified combination minimised. For an orbital variation,
\begin{equation}
\delta E_S=2\,\delta E_{\rm mix}-\delta E_T .
\end{equation}
At the triplet optimum $\delta E_T=0$. Since $E_{\rm mix}=E_T+K_{ab}$, the remaining slope is $\delta E_S=2\,\delta K_{ab}$. The singlet thus starts to relax by reducing exchange, at a cost in $E_T$ that is second order.

For butadiene, the minimisation keeps the inversion and mirror symmetries of the orbitals, so the state cannot collapse to the ground state. It lowers the singlet by 3.32 eV. The gap measured from the optimised triplet falls from 7.92 to 4.60 eV. If the ROHF triplet is the minimum for its symmetry, $E_T$ at the relaxed singlet orbitals cannot be lower, so there
\begin{equation}
2K_{ab}\le4.60\ {\rm eV},\qquad K_{ab}\le2.30\ {\rm eV},
\end{equation}
compared with 3.96 eV before relaxation.

The relaxed value also depends on the basis. With diffuse functions (6-31+G) the unrelaxed gap is 7.62 eV and the relaxed gap is 3.80 eV. The relaxation does not extend both orbitals. With diffuse functions the odd orbital of the singlet becomes much more extended than in the triplet, while the even one contracts slightly; in 6-31G both contract. The 6-31+G singlet is thus partly diffuse in character. The remaining basis error is not known.

\section*{(h) Does the identity survive in density-functional theory?}

\textbf{Solution.} With core density $\rho_c$ per spin, the spin densities are
\begin{align}
M:&\quad(\rho_\uparrow,\rho_\downarrow)=(\rho_c+a^2,\ \rho_c+b^2),\\
T_1:&\quad(\rho_\uparrow,\rho_\downarrow)=(\rho_c+a^2+b^2,\ \rho_c).
\end{align}
Their total densities agree, as do their orbital kinetic energies. The external and Hartree energies therefore cancel in the difference. For a semilocal functional, the purification prescription gives
\begin{equation}
E_S-E_T=2\bigl(E_{\rm xc}[M]-E_{\rm xc}[T_1]\bigr).
\end{equation}
This is no longer the identity of part (b), because an approximate functional is not the expectation value of $H$ in a determinant. It also receives $a^2$ and $b^2$, whereas $K_{ab}$ requires the signed product $ab$. On the same triplet ROHF orbitals, PBE gives 1.95 eV instead of 7.92 eV. Neither number includes singlet relaxation, so the smaller one is not thereby the more accurate.

\section*{(i) What does the example say about a real organic semiconductor?}

\textbf{Solution.} Butadiene is a short conjugated segment of the polyacetylene type, not itself a device material. Its strong absorption lies at roughly 6 eV, far below the unrelaxed 10.66 eV. Relaxation in 6-31G brings the singlet to $10.66-3.32=7.34$ eV. Configuration interaction among all $\pi$ orbitals of this basis, with the $\sigma$ orbitals frozen, gives a gap of 5.27 eV between the triplet and the odd singlet that best matches $|S\rangle$. This is not the lowest excited singlet of that calculation: an even, optically dark singlet lies below it. The model singlet has weight 0.75 in the matched state, so the single configuration built from triplet orbitals is an incomplete description. This weight alone does not separate orbital relaxation from correlation. Tamm--Dancoff response with PBE0, another approximation, gives a bright singlet at 6.72 eV and a gap of 3.69 eV.

Many longer conjugated polymers have singlet--triplet gaps of roughly 0.5 to 1 eV, so the butadiene gaps above are all larger, except the rotated one, which is much smaller. At 300 K the thermal energy is 0.026 eV; even the relaxed 4.60 eV gap is far too large for thermal activation from triplet to singlet. Singlet fission has a different energy requirement: in a vertical estimate that ignores interactions between molecules, $\Delta=E_S^*-2E_T^*$ should not be appreciably negative, where stars denote excitation energies. Here $\Delta$ is 5.18 eV without relaxation, $5.182-3.316=1.87$ eV with it, and $6.724-2(3.036)=0.65$ eV from PBE0 response. All three values are positive, but all three treatments place the singlet above the measured absorption near 6 eV. Taking 6 eV with the PBE0 triplet gives $6-2(3.036)\approx-0.07$ eV, so these estimates do not settle the sign for the real molecule. They also refer only to the bright odd singlet; the dark even singlet, which competes with it as the lowest singlet of polyenes, is not described by the state $|S\rangle$ of part (d).

Geometry matters too. Exchanging the two carbon--carbon bond lengths lowers the triplet by 0.91 eV and raises the unrelaxed gap to 9.14 eV. A film adds polarisation, intermolecular coupling and vibrations, which have not been evaluated. The numerical output collects the computed values used here.

\section*{Table of computed values}
\begin{verbatim}
C=C length: 1.35 angstrom
C-C length: 1.45 angstrom
C-H length: 1.09 angstrom
C=C-C angle: 124.0 degree
Basis functions, 6-31G: 48
Ground RHF energy: -309.722853 Ry
Mixed determinant energy E_mix: -309.230706 Ry
Triplet ROHF energy E_T: -309.521719 Ry
Purified singlet energy E_S: -308.939692 Ry
Explicit CI-state singlet energy: -308.939692 Ry
Exchange integral K_ab: 0.291014 Ry
E_mix - E_T: 3.959 eV
Singlet-triplet gap E_S - E_T: 7.919 eV
Singlet weight in mixed determinant: 0.500
Triplet weight in mixed determinant: 0.500
<S^2> of mixed determinant: 1.000
|<S|H|T0>|: 0.0e+00 eV
Vertical triplet excitation: 2.737 eV
Vertical purified singlet excitation: 10.655 eV
Purified singlet wavelength: 116.4 nm
Fission balance: singlet - 2 triplet: 5.182 eV
Gap after 45-degree orbital rotation: 0.064 eV
Chosen open-orbital overlap s: 0.30
<S^2> at this overlap: 0.910
True singlet-triplet gap at this overlap: 6.474 eV
Error of uncorrected rule at this overlap: 0.583 eV
Singlet orbital relaxation, 6-31G: -3.316 eV
Relaxed singlet-triplet gap, 6-31G: 4.603 eV
Unrelaxed gap, 6-31+G: 7.621 eV
Relaxed gap, 6-31+G: 3.795 eV
Pi-CI determinants: 784
Pi-CI singlet excitation: 8.439 eV
Pi-CI triplet excitation: 3.170 eV
Pi-CI singlet-triplet gap: 5.269 eV
Model singlet weight in matched pi-CI state: 0.751
Model triplet weight in matched pi-CI state: 0.878
Triplet energy change on bond reversal: -0.911 eV
Purified gap with reversed bonds: 9.137 eV
PBE purified gap on same orbitals: 1.947 eV
TDA-PBE0 bright singlet excitation: 6.724 eV
TDA-PBE0 lowest triplet excitation: 3.036 eV
TDA-PBE0 singlet-triplet gap: 3.688 eV
Thermal energy at 300 K: 0.0259 eV
Purified gap / thermal energy: 306.3
\end{verbatim}
